# Kleinman-Bylander form: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Result under test (Hartree atomic units). Radial equation for u(r), partial wave l:
#   -u''/2 + [l(l+1)/(2r^2) + V(r)] u + int W(r,r') u(r') dr' = E u,   u(0) = 0,
# with W Hermitian, energy independent and zero beyond rc <= R. Then L = u'(R)/u(R) is real and
#   dL/dE = -2 N / |u(R)|^2,   N = int_0^R |u|^2 dr.
# Slopes come from finite differences of L (multi-domain Chebyshev collocation), norms from
# quadrature. Also tested: finite two-energy form, pole residue, confined state, and corrected
# formulas for non-Hermitian W, R < rc and W linear in E (ultrasoft).
# Example: hydrogen 2s (eps = -1/8) pseudized at rc = 4 bohr in Kleinman-Bylander (KB) form:
#   beta = (eps - T - Vloc) phi,  B = <phi|beta>,  W = |beta><beta| / B,  p = <beta|u>.
import numpy as np
import mpmath as mp
from numpy.polynomial import Polynomial as P
from numpy.polynomial.chebyshev import chebvander
from scipy.integrate import quad, solve_ivp
from scipy.constants import physical_constants

eV = physical_constants['Hartree energy in eV'][0]
rc, eps, n = 4.0, -0.125, 28
breaks = [0.0, 2.5, rc, 6.0]

def cheb(m, a, b):
    j = np.arange(m + 1)
    x = -np.cos(np.pi * j / m)
    c = np.ones(m + 1); c[0] = c[-1] = 2.0; c = c * (-1.0) ** j
    D = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(m + 1))
    D -= np.diag(D.sum(axis=1))
    mom = np.array([2.0 / (1 - k * k) if k % 2 == 0 else 0.0 for k in range(m + 1)])
    wt = np.linalg.solve(chebvander(x, m).T, mom)
    return a + (b - a) * (x + 1) / 2, D * 2 / (b - a), wt * (b - a) / 2

parts = [cheb(n, a, b) for a, b in zip(breaks[:-1], breaks[1:])]
r = np.concatenate([q[0] for q in parts]); w = np.concatenate([q[2] for q in parts])
M = len(r); D1 = np.zeros((M, M))
for d, q in enumerate(parts):
    D1[d*(n+1):(d+1)*(n+1), d*(n+1):(d+1)*(n+1)] = q[1]
D2 = D1 @ D1
dom = np.repeat(np.arange(len(parts)), n + 1)
rs = np.where(r > 1e-12, r, 1.0)
edge = lambda R: breaks.index(R) * (n + 1) - 1
wR = lambda R: w * (dom < breaks.index(R))
inside = dom < breaks.index(rc)
cut = lambda poly: np.where(inside, poly(r), 0.0)

def solve(E, model):
    l, V, K0, K1 = model
    A = (-0.5 * D2 + np.diag(V + l*(l+1)/(2*rs**2) - E) + (K0 - E*K1) * w[None, :]).astype(complex)
    A[0] = 0; A[0, 0] = 1
    for R in breaks[1:-1]:
        i = edge(R)
        A[i] = 0; A[i, i] = 1; A[i, i+1] = -1
        A[i+1] = D1[i] - D1[i+1]
    A[-1] = 0; A[-1, -1] = 1
    b = np.zeros(M, complex); b[-1] = 1
    return np.linalg.solve(A, b)

def unit(E, model, R):
    u = solve(E, model); return u / u[edge(R)]
Lc = lambda E, m, R: D1[edge(R)] @ unit(E, m, R)
L = lambda E, m, R: Lc(E, m, R).real
N1 = lambda E, m, R: wR(R) @ abs(unit(E, m, R))**2
fd = lambda f, E, h=1e-3: (f(E-2*h) - 8*f(E-h) + 8*f(E+h) - f(E+2*h)) / (12*h)
fd2 = lambda f, E, h=5e-3: (-f(E-2*h) + 16*f(E-h) - 30*f(E) + 16*f(E+h) - f(E+2*h)) / (12*h*h)
slope = lambda E, m, R: fd(lambda e: L(e, m, R), E)
close = lambda a, b, t: abs(a - b) <= t * max(abs(a), abs(b))

# ---- hydrogen 2s and the pseudo functions
uae = lambda x: x * (x/2 - 1) * np.exp(-x/2) / np.sqrt(2)
Nae = {R: quad(lambda x: uae(x)**2, 0, R, epsabs=1e-13)[0] for R in (rc, 6.0)}
assert close(Nae[rc], 1 - np.exp(-rc)*(1 + rc + rc**2/2 + rc**4/8), 1e-10)
x = P([0, 1]); s = 1 - x**2 / rc**2
integ = lambda poly: poly.integ()(rc) - poly.integ()(0)
f0 = uae(rc) / rc
a2 = 2 * (-1/rc - eps) * rc**2 / 8
g0, g1 = f0 * x * (1 + a2 * s**2), f0 * x * s**3
c3 = max(np.roots([integ(g1*g1), 2*integ(g0*g1), integ(g0*g0) - Nae[rc]]).real)
phi, phi_bad = g0 + c3 * g1, g0
assert phi(np.linspace(1e-3, rc, 400)).min() > 0
Vp = -(15 - 10*x**2/rc**2 + 3*x**4/rc**4) / (8*rc)
Vloc = np.where(inside, Vp(r), -1/rs); Z = np.zeros((M, M))
proj = lambda f, e: e*f + 0.5*f.deriv(2) - Vp*f
beta, beta_bad = proj(phi, eps), proj(phi_bad, eps)
assert abs(beta(rc)) < 1e-12
B, Bb = integ(phi*beta), integ(phi_bad*beta_bad)
Q = Nae[rc] - integ(phi_bad**2)
bv, bb = cut(beta), cut(beta_bad) / Bb
AE = (0, -1/rs, Z, Z); LOC = (0, Vloc, Z, Z)
KB = (0, Vloc, np.outer(bv, bv)/B, Z)
BAD = (0, Vloc, Bb*np.outer(bb, bb), Z)
US = (0, Vloc, (Bb + eps*Q)*np.outer(bb, bb), Q*np.outer(bb, bb))

# ---- solver checks: hypergeometric Coulomb solution, and ODE shooting for KB
mp.mp.dps = 30
def Lexact(E, R):
    k = mp.sqrt(-2*E); a = 1 - 1/k; z = 2*k*R
    return 1/mp.mpf(R) - k + k*a*mp.hyp1f1(a+1, 3, z)/mp.hyp1f1(a, 2, z)
for E in (-0.2, eps, -0.05):
    assert close(L(E, AE, rc), float(Lexact(mp.mpf(E), rc)), 1e-8)
sl_ae = {R: float(mp.diff(lambda e: Lexact(e, R), mp.mpf(eps))) for R in (rc, 6.0)}
def Lshoot(E):
    f = lambda t, y: [y[1], 2*(Vp(t)-E)*y[0], y[3], 2*((Vp(t)-E)*y[2] + beta(t)),
                      beta(t)*y[0], beta(t)*y[2]]
    y = solve_ivp(f, (0, rc), [0, 1, 0, 0, 0, 0], method='DOP853', rtol=1e-12, atol=1e-14).y[:, -1]
    a, c = 1 - y[5]/B, y[4]/B
    return (a*y[1] + c*y[3]) / (a*y[0] + c*y[2])
for E in (-0.3, 0.1):
    assert abs(Lshoot(E) - L(E, KB, rc)) < 1e-8 * (1 + L(E, KB, rc)**2)
assert np.max(abs(unit(eps, KB, rc)*uae(rc) - phi(r))[inside]) < 1e-9

# ---- Hermitian kernels: real KB, complex two-projector, complex non-separable (l = 1)
b1, b2 = x*s**2, x**3*s**2
bm = np.array([cut(b1)/np.sqrt(integ(b1*b1)), cut(b2)/np.sqrt(integ(b2*b2))])
two = lambda Dm: (0, Vloc, bm.T @ np.array(Dm) @ bm, Z)
CH = two([[0.5, 0.2+0.3j], [0.2-0.3j, 0.4]])
g = cut(x**2*s**2/rc); dr = r[:, None] - r[None, :]
NS = (1, Vloc, -1.0*np.outer(g, g)*np.exp(-dr**2/2 + 0.7j*dr), Z)
worst = [0.0, 0.0, 0.0]
Es = np.linspace(-0.4, 1.0, 15)
for m in (KB, CH, NS):
    us = [solve(E, m) for E in Es]
    for R in (rc, 6.0):
        i = edge(R)
        def eta(e):
            u = solve(e, m); return (D1[i]@u + 1j*u[i]) / (D1[i]@u - 1j*u[i])
        for k, E in enumerate(Es):
            u = us[k]; du = D1[i]@u; Nn = wR(R) @ abs(u)**2; amp = abs(u[i])**2 + abs(du)**2
            worst[0] = max(worst[0], abs((np.conj(u[i])*du).imag) / amp)
            worst[1] = max(worst[1], abs(fd(eta, E)/(2j*eta(E)) / (2*Nn/amp) - 1))
            k2 = (k + 4) % len(Es); v = us[k2]
            lhs = -0.5*(np.conj(u[i])*(D1[i]@v) - np.conj(du)*v[i])
            rhs = (Es[k2] - E) * (wR(R) @ (np.conj(u)*v))
            worst[2] = max(worst[2], abs(lhs - rhs) / (abs(Es[k2]-E)*np.sqrt(Nn*(wR(R) @ abs(v)**2))))
assert worst[0] < 1e-9 and worst[1] < 1e-6 and worst[2] < 1e-8
uc = unit(0.0, NS, rc); assert np.max(abs(uc.imag)) > 1e-3

print(f"rc = {rc} bohr, eps = {eps} Ha = {eps*eV:.4f} eV")
print(f"u(rc) = {uae(rc):.6f} bohr^-1/2, f0 = {f0:.6f} bohr^-3/2, a = {a2:.4f}, c = {c3:.6f}")
print(f"Vloc(0) = {Vp(0):.5f} Ha")
print(f"B = <phi|beta> = {B:.6f} Ha, D = 1/B = {1/B:.4f} 1/Ha, E_KB = {integ(beta*beta)/B:.5f} Ha")
for R in (rc, 6.0):
    Nk = N1(eps, KB, R)*uae(R)**2; sk = slope(eps, KB, R)
    assert close(sl_ae[R], -2*Nae[R]/uae(R)**2, 1e-9)
    assert abs(L(eps, KB, R) - float(Lexact(mp.mpf(eps), R))) < 1e-9
    assert close(sk, -2*N1(eps, KB, R), 1e-6) and close(sk, sl_ae[R], 1e-6)
    print(f"R = {R} bohr: u(R)^2 = {uae(R)**2:.6f} 1/bohr, N_AE = {Nae[R]:.6f}, N_KB = {Nk:.6f}")
    print(f"  L(eps) = {L(eps, KB, R):.6f} 1/bohr")
    print(f"  dL/dE: AE exact {sl_ae[R]:.6f}, KB fin.diff. {sk:.6f}, -2N/u^2 {-2*Nk/uae(R)**2:.6f} 1/(bohr Ha)")
print(f"dL/dE at R = rc: {sl_ae[rc]/eV:.6f} 1/(bohr eV)")
c_ae, c_kb = fd2(lambda e: L(e, AE, rc), eps), fd2(lambda e: L(e, KB, rc), eps)
assert not close(c_ae, c_kb, 1e-4)
print(f"d2L/dE2 at rc: AE {c_ae:.4f}, KB {c_kb:.4f} 1/(bohr Ha^2)")

# ---- norm-violating variant (c = 0) and ultrasoft repair
sb, su = slope(eps, BAD, rc), slope(eps, US, rc)
assert close(L(eps, BAD, rc), 1/rc, 1e-8) and close(sb, -2*(Nae[rc]-Q)/uae(rc)**2, 1e-6)
assert close(su, sl_ae[rc], 1e-6) and not close(sb, sl_ae[rc], 1e-2)
u = unit(0.0, US, rc).real
assert close(slope(0.0, US, rc), -2*(N1(0.0, US, rc) + Q*(w @ (bb*u))**2), 1e-6)
print(f"c = 0: N = {Nae[rc]-Q:.6f}, Q = {Q:.6f}, B = {Bb:.6f} Ha")
print(f"c = 0: dL/dE = {sb:.6f}, with overlap term {su:.6f} 1/(bohr Ha)")
for E in (eps - 0.05, eps + 0.05):
    print(f"L(rc, E = {E:.3f} Ha): AE {L(E, AE, rc):.5f}, KB {L(E, KB, rc):.5f}, c=0 {L(E, BAD, rc):.5f} 1/bohr")

# ---- pole of L: Dirichlet eigenpair by diagonalization versus residue of L
xr, Dr, wr = cheb(36, 0.0, rc); T = -0.5*(Dr @ Dr)[1:-1, 1:-1]; xi = xr[1:-1]
ev, vec = np.linalg.eig(T + np.diag(Vp(xi)) + np.outer(beta(xi), beta(xi)*wr[1:-1])/B)
k = np.argmin(ev.real); En = ev[k].real
ph = np.concatenate([[0], vec[:, k].real, [0]]); ph /= np.sqrt(wr @ ph**2)
res = 0.5*(Dr[-1] @ ph)**2; h = 1e-4
res_num = 0.5*h*(L(En+h, KB, rc) - L(En-h, KB, rc))
assert close(res, res_num, 1e-5)
Eae = np.sort(np.linalg.eigvals(T - np.diag(1/xi)).real)
print(f"KB lowest pole at rc: {En:.5f} Ha; AE poles: {Eae[0]:.5f}, {Eae[1]:.5f} Ha")
print(f"residue: phi'(R)^2/2 = {res:.6f}, from L = {res_num:.6f} Ha/bohr")

# ---- confined state at E0: identity selects the solution orthogonal to it
E0 = -0.3; pc = x*s**3; bc = proj(pc, E0); Bc = integ(pc*bc)
CF = (0, Vloc, np.outer(cut(bc), cut(bc))/Bc, Z)
u0 = unit(E0, LOC, rc).real; pv = cut(pc)
assert abs(w @ (cut(bc)*u0)) < 1e-9
N0 = wR(rc) @ u0**2; Np = N0 - (w @ (pv*u0))**2 / integ(pc*pc)
f = lambda e: L(e, CF, rc); h = 2e-3
assert abs((4*(f(E0+h) + f(E0-h)) - f(E0+2*h) - f(E0-2*h))/6 - L(E0, LOC, rc)) < 1e-7
sc = fd(f, E0, h)
assert close(sc, -2*Np, 1e-5) and not close(sc, -2*N0, 1e-2)
print(f"confined state at E0 = {E0} Ha: L = {L(E0, LOC, rc):.6f} 1/bohr")
print(f"  dL/dE = {sc:.5f}; orthogonal solution {-2*Np:.5f}; local solution {-2*N0:.5f} 1/(bohr Ha)")

# ---- non-symmetric D
Dn = np.array([[0.5, 0.3], [-0.1, 0.4]]); NH = two(Dn); E = -0.3
pf = lambda e: bm @ (w*unit(e, NH, rc).real)
sn, plain = slope(E, NH, rc), -2*N1(E, NH, rc)
corr = plain + 2*pf(E) @ (Dn - Dn.T) @ fd(pf, E)
assert close(sn, corr, 1e-6) and not close(sn, plain, 1e-3)
print(f"D = [[{Dn[0,0]},{Dn[0,1]}],[{Dn[1,0]},{Dn[1,1]}]] Ha, E = {E} Ha:")
print(f"  dL/dE = {sn:.5f}; -2N/u^2 = {plain:.5f}; corrected {corr:.5f} 1/(bohr Ha)")

# ---- absorptive D: L acquires an imaginary part
Da = (1 - 0.2j)/B; AB = (0, Vloc, Da*np.outer(bv, bv), Z)
im_pred = 2*Da.imag*abs(w @ (bv*unit(eps, AB, rc)))**2
assert close(Lc(eps, AB, rc).imag, im_pred, 1e-8) and abs(im_pred) > 1e-3
print(f"D -> (1-0.2i)/B: Im L = {Lc(eps, AB, rc).imag:.6f}, predicted {im_pred:.6f} 1/bohr")

# ---- sphere inside the projector range
Ri = 2.5
pp = lambda e: np.array([w @ (bv*unit(e, KB, Ri).real), wR(Ri) @ (bv*unit(e, KB, Ri).real)])
p, pd = pp(eps), fd(pp, eps)
si, plain = slope(eps, KB, Ri), -2*N1(eps, KB, Ri)
corr = plain + 2*(p[1]*pd[0] - p[0]*pd[1])/B
assert close(si, corr, 1e-6) and not close(si, plain, 1e-3)
print(f"R = {Ri} bohr < rc: dL/dE = {si:.5f}; -2N/u^2 = {plain:.5f}; corrected {corr:.5f} 1/(bohr Ha)")
print(f"scan {Es[0]} to {Es[-1]} Ha, 3 Hermitian kernels, R = 4 and 6 bohr, largest relative errors:")
print(f"  Im(u* u') {worst[0]:.0e}, dtheta/dE {worst[1]:.0e}, two-energy form {worst[2]:.0e}")
print("PASS")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 132, in <module>
    assert worst[0] < 1e-9 and worst[1] < 1e-6 and worst[2] < 1e-8
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The failing line joined three checks, and the output does not show which one failed. An error estimate points to the finite-difference one: the attractive l = 1 kernel binds a state inside the scanned range, so at R = 6 bohr the phase factor exp(2iθ) turns within a few hundredths of a hartree, and the truncation error of the fourth-order stencil, about 4(h/d)⁴ with d the distance to the nearby complex pole, can exceed 1e-6 at the fixed step h = 1e-3 Ha. The scan now uses a Richardson-extrapolated (sixth-order) difference whose step is scaled by a preliminary numerical estimate of the turning rate, and it prints the errors of the plain stencil at h and h/2 so that the h⁴ behaviour can be seen. No formula, tested quantity or tolerance changes, and the three checks are now separate asserts that report their values.

The change:

```diff
@@ -3,4 +3,5 @@
 # with W Hermitian, energy independent and zero beyond rc <= R. Then L = u'(R)/u(R) is real and
 #   dL/dE = -2 N / |u(R)|^2,   N = int_0^R |u|^2 dr.
+# Pole-free form: cot(theta) = L, dtheta/dE = 2 N / (|u|^2 + |u'|^2) at R (lengths in bohr).
 # Slopes come from finite differences of L (multi-domain Chebyshev collocation), norms from
 # quadrature. Also tested: finite two-energy form, pole residue, confined state, and corrected
@@ -60,4 +61,5 @@
 N1 = lambda E, m, R: wR(R) @ abs(unit(E, m, R))**2
 fd = lambda f, E, h=1e-3: (f(E-2*h) - 8*f(E-h) + 8*f(E+h) - f(E+2*h)) / (12*h)
+fd_rich = lambda f, E, h: (16*fd(f, E, h/2) - fd(f, E, h)) / 15
 fd2 = lambda f, E, h=5e-3: (-f(E-2*h) + 16*f(E-h) - 30*f(E) + 16*f(E+h) - f(E+2*h)) / (12*h*h)
 slope = lambda E, m, R: fd(lambda e: L(e, m, R), E)
@@ -114,5 +116,5 @@
 g = cut(x**2*s**2/rc); dr = r[:, None] - r[None, :]
 NS = (1, Vloc, -1.0*np.outer(g, g)*np.exp(-dr**2/2 + 0.7j*dr), Z)
-worst = [0.0, 0.0, 0.0]
+worst = [0.0, 0.0, 0.0]; plain_err = [0.0, 0.0]; rate_max = 0.0
 Es = np.linspace(-0.4, 1.0, 15)
 for m in (KB, CH, NS):
@@ -121,14 +123,23 @@
         i = edge(R)
         def eta(e):
+            # eta = exp(2 i theta), smooth through the poles of L
             u = solve(e, m); return (D1[i]@u + 1j*u[i]) / (D1[i]@u - 1j*u[i])
         for k, E in enumerate(Es):
             u = us[k]; du = D1[i]@u; Nn = wR(R) @ abs(u)**2; amp = abs(u[i])**2 + abs(du)**2
             worst[0] = max(worst[0], abs((np.conj(u[i])*du).imag) / amp)
-            worst[1] = max(worst[1], abs(fd(eta, E)/(2j*eta(E)) / (2*Nn/amp) - 1))
+            pred = 2*Nn/amp; den = 2j*eta(E)
+            coarse, fine = fd(eta, E, 1e-3)/den, fd(eta, E, 5e-4)/den
+            if abs(coarse/pred - 1) > plain_err[0]:
+                plain_err = [abs(coarse/pred - 1), abs(fine/pred - 1)]
+            # step set by the numerically estimated turning rate, not by the formula
+            step = min(5e-4, 0.02/abs(fine)); rate_max = max(rate_max, abs(fine))
+            worst[1] = max(worst[1], abs(fd_rich(eta, E, step)/den/pred - 1))
             k2 = (k + 4) % len(Es); v = us[k2]
             lhs = -0.5*(np.conj(u[i])*(D1[i]@v) - np.conj(du)*v[i])
             rhs = (Es[k2] - E) * (wR(R) @ (np.conj(u)*v))
             worst[2] = max(worst[2], abs(lhs - rhs) / (abs(Es[k2]-E)*np.sqrt(Nn*(wR(R) @ abs(v)**2))))
-assert worst[0] < 1e-9 and worst[1] < 1e-6 and worst[2] < 1e-8
+assert worst[0] < 1e-9, (worst, plain_err, rate_max)
+assert worst[1] < 1e-6, (worst, plain_err, rate_max)
+assert worst[2] < 1e-8, (worst, plain_err, rate_max)
 uc = unit(0.0, NS, rc); assert np.max(abs(uc.imag)) > 1e-3
 
@@ -211,3 +222,5 @@
 print(f"scan {Es[0]} to {Es[-1]} Ha, 3 Hermitian kernels, R = 4 and 6 bohr, largest relative errors:")
 print(f"  Im(u* u') {worst[0]:.0e}, dtheta/dE {worst[1]:.0e}, two-energy form {worst[2]:.0e}")
+print(f"  largest dtheta/dE in the scan = {rate_max:.2f} 1/Ha")
+print(f"  plain 4th-order stencil, worst point: {plain_err[0]:.1e} (h = 1e-3 Ha), {plain_err[1]:.1e} (h = 5e-4 Ha)")
 print("PASS")
```

Output now:

```
rc = 4.0 bohr, eps = -0.125 Ha = -3.4014 eV
u(rc) = 0.382786 bohr^-1/2, f0 = 0.095696 bohr^-3/2, a = -0.5000, c = 0.407194
Vloc(0) = -0.46875 Ha
B = <phi|beta> = 0.033448 Ha, D = 1/B = 29.8976 1/Ha, E_KB = 0.24145 Ha
R = 4.0 bohr: u(R)^2 = 0.146525 1/bohr, N_AE = 0.175796, N_KB = 0.175796
  L(eps) = 0.250000 1/bohr
  dL/dE: AE exact -2.399538, KB fin.diff. -2.399538, -2N/u^2 -2.399538 1/(bohr Ha)
R = 6.0 bohr: u(R)^2 = 0.178470 1/bohr, N_AE = 0.536473, N_KB = 0.536473
  L(eps) = -0.083333 1/bohr
  dL/dE: AE exact -6.011911, KB fin.diff. -6.011911, -2N/u^2 -6.011911 1/(bohr Ha)
dL/dE at R = rc: -0.088181 1/(bohr eV)
d2L/dE2 at rc: AE -4.3951, KB -10.8477 1/(bohr Ha^2)
c = 0: N = 0.156124, Q = 0.019672, B = 0.026691 Ha
c = 0: dL/dE = -2.131025, with overlap term -2.399538 1/(bohr Ha)
L(rc, E = -0.175 Ha): AE 0.36525, KB 0.35855, c=0 0.34899 1/bohr
L(rc, E = -0.075 Ha): AE 0.12371, KB 0.11322, c=0 0.13344 1/bohr
KB lowest pole at rc: 0.11119 Ha; AE poles: -0.48327, 0.42024 Ha
residue: phi'(R)^2/2 = 0.062078, from L = 0.062078 Ha/bohr
confined state at E0 = -0.3 Ha: L = 0.158846 1/bohr
  dL/dE = -1.97848; orthogonal solution -1.97848; local solution -3.76036 1/(bohr Ha)
D = [[0.5,0.3],[-0.1,0.4]] Ha, E = -0.3 Ha:
  dL/dE = -1.07208; -2N/u^2 = -1.08160; corrected -1.07208 1/(bohr Ha)
D -> (1-0.2i)/B: Im L = -0.088818, predicted -0.088818 1/bohr
R = 2.5 bohr < rc: dL/dE = -2.67540; -2N/u^2 = -1.62248; corrected -2.67540 1/(bohr Ha)
scan -0.4 to 1.0 Ha, 3 Hermitian kernels, R = 4 and 6 bohr, largest relative errors:
  Im(u* u') 2e-12, dtheta/dE 2e-09, two-energy form 1e-12
  largest dtheta/dE in the scan = 17.07 1/Ha
  plain 4th-order stencil, worst point: 2.7e-06 (h = 1e-3 Ha), 1.7e-07 (h = 5e-4 Ha)
PASS
```
